# Space-Charge-Limited Current with Exponentially Distributed Traps

An insulating film of thickness \(L\) lies between two metal electrodes. The electrode at \(x=0\) injects holes, which drift in the positive \(x\) direction under a field \(F(x)\ge 0\). Most of them are caught in traps, whose charge limits the current. The task is to find how the current density \(J\) depends on the voltage \(V\) and on \(L\).

Trap energy \(E\) is measured upward from the valence-band edge, into the gap. The trap density per unit volume and energy is

\[
g(E)=\frac{N_t}{kT_t}\,e^{-E/kT_t},\qquad E\ge 0,
\]

with total density \(N_t\) and characteristic temperature \(T_t\). The lattice temperature is \(T\). We write \(l=T_t/T\) and \(a=1/l\), and take \(l>1\) unless stated otherwise. A trap is neutral when empty of holes and carries charge \(+q\) when it holds one. The film is in steady state, and free and trapped holes share a local quasi-Fermi level. For injected electrons the same derivation holds with the conduction band and with field magnitudes.

## (a) How many holes are trapped when the free-hole density is \(p\)?

**Solution.** Let the quasi-Fermi level lie a height \(E_F\) above the band edge. For non-degenerate free holes,

\[
p=N_v e^{-h},\qquad h=\frac{E_F}{kT}=\ln\frac{N_v}{p},
\]

where \(N_v\) is the effective density of band states. A trap at \(E\) holds a hole with probability \(1/[1+e^{(E_F-E)/kT}]\): traps farther from the valence band than \(E_F\) are mostly filled with holes. With \(w=E/kT\),

\[
p_t=N_t\,a\int_0^\infty\frac{e^{-aw}}{1+e^{h-w}}\,dw .
\]

Substitute \(w=h-v\). The exponential becomes \(e^{-ah}e^{av}\), and the limits become \(-\infty<v<h\):

\[
p_t=N_t\,a\,e^{-ah}\int_{-\infty}^{h}\frac{e^{av}}{1+e^{v}}\,dv .
\]

For \(0<a<1\) the integrand decays at both ends, as \(e^{av}\) on the left and as \(e^{-(1-a)v}\) on the right. If \((1-a)h\gg1\), the upper limit may be moved to infinity. We then need

\[
I=\int_{-\infty}^{\infty}\frac{e^{av}}{1+e^v}\,dv .
\]

Integrate the same function counterclockwise around the rectangle bounded by the real axis and the line \(\operatorname{Im}v=2\pi\). The vertical sides vanish as they recede. On the upper line the denominator is unchanged and the numerator gains \(e^{2\pi ia}\); that line is traversed backwards. The enclosed pole at \(v=i\pi\) has residue \(e^{i\pi a}/e^{i\pi}=-e^{i\pi a}\). Therefore

\[
I\,(1-e^{2\pi ia})=-2\pi i\,e^{i\pi a}.
\]

Dividing both sides by \(e^{i\pi a}\) gives \(I(e^{-i\pi a}-e^{i\pi a})=-2\pi i\). The bracket is \(-2i\sin\pi a\), so \(I=\pi/\sin\pi a\). Since \(e^{-ah}=(p/N_v)^a\),

\[
p_t=N_{\rm eff}\left(\frac{p}{N_v}\right)^{1/l},\qquad
N_{\rm eff}=N_t\,\frac{\pi/l}{\sin(\pi/l)} .
\]

The piece added by moving the limit is smaller than \(\int_h^\infty e^{-(1-a)v}dv=e^{-(1-a)h}/(1-a)\). Relative to \(I\), the error is thus below

\[
\frac{\sin\pi a}{\pi(1-a)}\left(\frac{p}{N_v}\right)^{1-a}.
\]

If the occupation were replaced by a sharp step at \(E_F\), one would find \(p_t=N_t e^{-ah}\), the same power with \(N_t\) instead of \(N_{\rm eff}\). The two agree for \(l\to\infty\), where the trap distribution varies slowly over an energy \(kT\). As \(l\to1\), \(N_{\rm eff}\) diverges. This signals the failure of \((1-a)h\gg1\), not an unlimited number of traps.

## (b) What field profile does this charge produce?

**Solution.** Assume constant mobility \(\mu\), negligible diffusion, no background carriers, and \(p\ll p_t\). The current equation and Gauss's law are

\[
J=q\mu pF,\qquad \frac{dF}{dx}=\frac{q p_t}{\varepsilon},
\]

where \(\varepsilon\) is the static permittivity. Steady state makes \(J\) independent of \(x\). Insert \(p=J/(q\mu F)\) into the result of (a):

\[
\frac{dF}{dx}=\frac{qN_{\rm eff}}{\varepsilon}
\left(\frac{J}{q\mu N_vF}\right)^{1/l}.
\]

Collecting the field on the left gives

\[
F^{1/l}\frac{dF}{dx}=K,\qquad
K=\frac{qN_{\rm eff}}{\varepsilon}\left(\frac{J}{q\mu N_v}\right)^{1/l}.
\]

An ohmic contact can supply any current the film will carry, which is idealized as \(F(0)=0\). Integrating from the contact,

\[
\frac{l}{l+1}F^{(l+1)/l}=Kx,
\qquad
F(x)=\left[\frac{l+1}{l}Kx\right]^{l/(l+1)} .
\]

The free density \(p\propto1/F\) diverges at \(x=0\), so non-degenerate statistics and pure drift fail there. The calculated trapped charge remains finite in total: \(p_t\propto F^{-1/l}\propto x^{-1/(l+1)}\) is integrable. Part (f) measures the effect of diffusion.

## (c) Find the current law and its exponents.

**Solution.** The voltage is the integral of the field. Since \(l/(l+1)+1=(2l+1)/(l+1)\),

\[
V=\int_0^LF\,dx=\frac{l+1}{2l+1}
\left[\frac{l+1}{l}K\right]^{l/(l+1)}L^{(2l+1)/(l+1)} .
\]

The last two factors equal \(F(L)L\), so the peak field, at the exit, is

\[
F(L)=\frac{2l+1}{l+1}\frac VL .
\]

Raise the voltage equation to the power \(l+1\):

\[
V^{l+1}=\left(\frac{l+1}{2l+1}\right)^{l+1}
\left(\frac{l+1}{l}\right)^lK^lL^{2l+1}.
\]

The definition of \(K\) gives

\[
K^l=\left(\frac{qN_{\rm eff}}{\varepsilon}\right)^l\frac{J}{q\mu N_v}.
\]

Solving for \(J\) inverts each prefactor and yields the Mark–Helfrich law with finite-temperature trap filling:

\[
\boxed{
J=q\mu N_v\left(\frac{2l+1}{l+1}\right)^{l+1}
\left[\frac{l\,\varepsilon}{(l+1)qN_{\rm eff}}\right]^l
\frac{V^{l+1}}{L^{2l+1}} }
\]

At fixed thickness \(J\propto V^{l+1}\). At fixed voltage \(J\propto L^{-(2l+1)}\). At fixed mean field \(V/L\), substituting \(V=(V/L)L\) leaves \(J\propto L^{-l}\). These comparisons hold temperature and material parameters fixed.

The familiar sharp-step form has \(N_t\) in place of \(N_{\rm eff}\). It has the same exponents, but its current is larger by \((N_{\rm eff}/N_t)^l\), which is 2.47 for \(l=2\).

The steep voltage dependence has a simple origin. Gauss's law makes the trapped density proportional to \(V/L^2\). The free density follows as \(p\propto p_t^l\), because added charge moves the quasi-Fermi level towards the band. Multiplication by the drift field, proportional to \(V/L\), gives \((V/L^2)^l(V/L)\).

## (d) Why are the two exponents linked, and what happens for \(T_t<T\)?

**Solution.** Suppose \(F(x),p(x)\) solve the drift equations for a film of thickness \(L\). For a film of thickness \(\lambda L\), try

\[
\tilde F(x)=\lambda F(x/\lambda),\qquad \tilde p(x)=p(x/\lambda).
\]

The derivative of \(\tilde F\) equals that of \(F\) at the corresponding point, so Gauss's law still holds with any local relation \(p_t(p)\), and also with free charge included. The new current is \(\lambda J\) and the new voltage is \(\lambda^2V\). Hence \(J/L\) depends on \(V\) and \(L\) through \(V/L^2\) alone. If \(J\propto V^m\), then

\[
J\propto L\left(\frac{V}{L^2}\right)^m=V^mL^{1-2m}.
\]

For \(m=l+1\) the thickness exponent is \(-(2l+1)\), as found. Diffusion breaks this scaling, because it adds a current proportional to \(dp/dx\), which scales as \(1/\lambda\) rather than \(\lambda\).

Now take \(T_t<T\), so that \(a>1\). The integral extended to infinity in (a) would diverge, and the true band-edge limit matters. The important traps lie near \(w=0\), where \(e^{h-w}\gg1\):

\[
p_t\simeq N_t a\,e^{-h}\int_0^\infty e^{-(a-1)w}dw
=N_t\frac{a}{a-1}\frac p{N_v}
=\frac{N_t}{N_v}\frac{T}{T-T_t}\,p .
\]

Call the coefficient of \(p\) on the right \(r\). Free and trapped charge are now both proportional to \(p\), so both can be kept:

\[
\frac{dF}{dx}=\frac{q(1+r)p}{\varepsilon}
=\frac{(1+r)J}{\varepsilon\mu F}.
\]

Thus \(F^2=2(1+r)Jx/(\varepsilon\mu)\), and integration gives

\[
V=\frac23\sqrt{\frac{2(1+r)J}{\varepsilon\mu}}\,L^{3/2}.
\]

Squaring and solving for \(J\),

\[
J=\frac98\frac{\varepsilon\mu}{1+r}\frac{V^2}{L^3}.
\]

This holds when \((a-1)h\gg1\), so \(T_t\) must not lie too close to \(T\). The exponents are then 2 and \(-3\); they do not follow \(l+1\) and \(-(2l+1)\) below \(l=1\). A numerical solution for \(T_t/T=2/3\), starting from 10 V and 10 µm and raising each separately by 20%, gave 2.002 and \(-3.003\). It kept trapped charge alone, which alters the factor \(1+r\) but not the powers.

## (e) Evaluate the law for a NiO film.

Take rough parameters for nearly stoichiometric NiO between metal levels: \(L=1000\) nm, \(V=20\) V, \(T=300\) K, \(T_t=600\) K, relative permittivity 12, \(\mu=0.1\) cm²/Vs, \(N_v=10^{20}\) cm⁻³ and \(N_t=10^{19}\) cm⁻³.

**Solution.** Here \(l=2\), so the law predicts \(J\propto V^3/L^5\), and

\[
N_{\rm eff}=\frac{\pi/2}{\sin(\pi/2)}N_t=1.571\times10^{19}\ \text{cm}^{-3}.
\]

The mean field is \(20\ \text{V}/1000\ \text{nm}=0.2\) MV/cm, and the exit field is \((5/3)(0.2)=0.333\) MV/cm. Because \(F\propto x^{2/3}\), its slope at the exit is \((2/3)F(L)/L\). Gauss's law then gives

\[
p_t(L)=\frac{\varepsilon}{q}\,\frac23\,\frac{F(L)}L
=1.47\times10^{16}\ \text{cm}^{-3}.
\]

Inverting the filling relation,

\[
p(L)=10^{20}\left(\frac{1.474\times10^{16}}{1.571\times10^{19}}\right)^2
=8.80\times10^{13}\ \text{cm}^{-3}.
\]

The quasi-Fermi level there lies \(kT\ln(N_v/p)=0.36\) eV above the band edge. Finally, with \(F\) in V/cm,

\[
J=q(0.1)(8.80\times10^{13})(3.333\times10^5)
=0.47\ \text{A/cm}^2 .
\]

This was tested against a numerical solution of the drift equations, with trapped charge alone, in which the Fermi occupation was integrated from the true band edge. It gave 0.4711 A/cm², against 0.4701 from the law. Raising \(V\) or \(L\) separately by 20% gave exponents 3.002 and \(-5.004\); raising both together, at fixed mean field, gave \(-2.002\). With \(l=3.3\) and the other inputs unchanged, the first two became 4.300 and \(-7.600\), as the law requires.

## (f) Which neglected effects matter here?

**Solution: diffusion and free charge.** In the drift solution \(p\propto1/F\), so \(|dp/dx|/p=l/[(l+1)x]\). The ratio of diffusion to drift current is therefore of size

\[
\frac{kT}{q}\,\frac{l}{(l+1)\,xF(x)} .
\]

It is large near the injecting contact. Using \(F=F(L)(x/L)^{l/(l+1)}\) and setting the ratio to one gives

\[
\frac{x_D}{L}=\left[\frac{l}{2l+1}\frac{kT}{qV}\right]^{(l+1)/(2l+1)} .
\]

For the example \(x_D\) is about 1% of \(L\). This estimate uses the drift solution itself, so it gives only the scale of the region where that solution fails; diffusion remains important several times farther in. Nor does it give the size of the change in current.

A calculation with diffusion, free charge and a hole density of \(10^{18}\) cm⁻³ at both contacts gives a current 24% above the law. This figure depends on the assumed contact density: it is about 13% for \(10^{16}\) cm⁻³ and 27% for \(10^{19}\) cm⁻³. Free charge alone lowers the drift current by 2.2%, since more charge accompanies a given current, so diffusion causes the increase.

At the same mean field, with both \(V\) and \(L\) a hundred times larger, the excess falls to 1.7%. This is a mathematical limit, not a proposed device. The formula for \(x_D/L\) predicts a reduction by \(100^{3/5}\approx16\), of the same order as the observed fall.

The local exponents in the original film become 2.805 for voltage and \(-4.90\) for thickness. The scaling in (d) would pair 2.805 with \(-4.61\); the mismatch is the mark of diffusion. Reading \(l\) as the voltage exponent minus one would give about 1.8, hence \(T_t\approx540\) K instead of the 600 K put in.

**Charged traps.** A trap that is negative when empty attracts a hole by a Coulomb force. Along the field, the energy barrier is lowered by \(q^2/(4\pi\varepsilon_\infty r)+qFr\) at distance \(r\), where \(\varepsilon_\infty\) is the optical permittivity. The barrier top is where this sum is least, at \(r_0=\sqrt{q/(4\pi\varepsilon_\infty F)}\). Both terms are then equal, and the Poole–Frenkel lowering is

\[
\Delta=2qFr_0=q\sqrt{\frac{qF}{\pi\varepsilon_\infty}} .
\]

At the mean field, with a rough relative optical permittivity of 5, \(\Delta=0.15\) eV and \(e^{\Delta/kT}\approx355\). This is the value for escape straight along the field from an isolated trap; averaging over the directions of escape gives about 51. Here \(r_0=3.8\) nm is close to the mean trap spacing \(N_t^{-1/3}=4.6\) nm, so the potentials of neighbouring traps overlap and the factor is only a rough guide. A correction of this size changes the problem: the relation between \(p_t\) and \(p\) becomes field dependent, and the derived exponents no longer apply. The law therefore requires that the empty traps be neutral.

**Background holes.** A uniform free-hole density \(p_0\) carries an ohmic current \(q\mu p_0V/L\). It equals the calculated \(J\) when \(p_0=1.5\times10^{14}\) cm⁻³. Being below this value is necessary but not enough, because the background also fills traps, to a density \(N_{\rm eff}(p_0/N_v)^{1/l}\) even without injection. This density must be small beside the injected trapped charge. For \(p_0=1.5\times10^{13}\) cm⁻³, a tenth of the value above, it is already \(6\times10^{15}\) cm⁻³, about 40% of \(p_t(L)\). With this background neutralized by fixed charge, the drift current is about 60% above the law and the local voltage exponent falls to about 2.6; even \(p_0=10^{12}\) cm⁻³ adds 14%.

**Trap degeneracy.** If the exponential in the occupation carries a factor \(d\), then \(N_v\) becomes \(dN_v\) in the filling relation. At fixed \(p_t\), \(p\) rises by \(d\), and so does \(J\) at fixed voltage.

**Temperature.** At 378 K, with \(T_t\), \(\mu\), \(N_v\) and \(N_t\) held fixed, \(l\) falls to 1.59 and the law gives a current 8.7 times larger. The exponents of the law become about 2.59 and \(-4.17\). The condition \(p\ll p_t\) is weaker here: with free charge and the true band edge kept, the drift current lies 10% below the law. With diffusion included as above, the current rises by 7.5 rather than 8.7, and the local exponents are about 2.39 and \(-4.01\).

**Tunnelling, trap filling and heating.** For a hole at the exit quasi-Fermi level, with the free-electron mass, tunnelling through the triangular barrier at the peak field has a suppression exponent of 44, against 14 for thermal release. Direct tunnelling is therefore weak. A hole can also be raised part of the way thermally and then tunnel, which may increase the release rate a few times at this field; the law assumes that capture and release stay balanced, so that the filling relation of (a) still holds. If release alone were enhanced, by about 2.4 at the mean field and 3.7 at the peak field for the free-electron mass, the current would roughly double and the local voltage exponent would rise to about 3.5. Direct hopping between traps at the exit quasi-Fermi level, taken at the mean trap spacing and with a rough attempt rate of \(10^{13}\) s⁻¹, gives a mobility near \(3\times10^{-11}\) cm²/Vs. The trap-limited band value \(\mu p/p_t\) is \(6\times10^{-4}\) cm²/Vs. On this estimate, band transport dominates over such direct hops; hops through shallower traps can be faster and are not estimated here. Filling every trap uniformly would need \(qN_tL^2/(2\varepsilon)\approx7.5\) kV. The peak field of the drift law is a third of a rough 1 MV/cm breakdown field; a hole-rich exit contact raises the field beside it somewhat. With a rough thermal conductivity of 5 W/(m K), the temperature drop across the film is at most about 0.02 K, the value if all the heat crossed the full thickness; heating of the surrounding wires is not included.

**The real material.** NiO is commonly nickel deficient and p-type, and nickel vacancies act as acceptors. Real films can therefore break two assumptions together: the background may exceed \(1.5\times10^{14}\) cm⁻³, with the ohmic current growing in proportion, and traps that are negative when empty can make the release of holes strongly field dependent. The 1000 nm thickness and 20 V bias are also far above those of a thin film working at chip voltages. The high voltage limits the diffusion correction, which grows as \(V\) falls: at 2 V the same film carries about three times the current of the law. The thickness does not reduce that correction at fixed \(V\); it keeps the field below breakdown and the free charge small beside the trapped charge. The mobility and trap parameters are rough, so 0.47 A/cm² is the model's value for these inputs, not a forecast for a given film. A power-law current curve alone does not establish this mechanism; the thickness and temperature dependence must agree as well.

## Computed results

```
INPUTS (rough, NiO regime)
lattice temperature: 300 K
trap temperature: 600 K
thickness: 1000 nm
voltage: 20 V
relative permittivity: 12
optical permittivity: 5
mobility: 0.1 cm2/Vs
band density N_v: 1e+20 cm^-3
trap density N_t: 1e+19 cm^-3
contact hole density: 1e+18 cm^-3
LAW
l = T_t/T: 2
N_eff/N_t: 1.571
step-filling current / law: 2.467
current density, law: 0.4701 A/cm2
current density, drift numerics: 0.4711 A/cm2
mean field: 0.2 MV/cm
peak field, law: 0.3333 MV/cm
peak field, drift numerics: 0.3334 MV/cm
free holes at exit: 8.802e+13 cm^-3
trapped holes at exit: 1.474e+16 cm^-3
quasi-Fermi height at exit: 0.3605 eV
EXPONENTS FROM DRIFT NUMERICS
voltage, l=2: 3.002
thickness at fixed V, l=2: -5.004
thickness at fixed V/L, l=2: -2.002
voltage, l=3.3: 4.300
thickness at fixed V, l=3.3: -7.600
voltage, T_t/T=2/3: 2.002
thickness at fixed V, T_t/T=2/3: -3.003
NEGLECTED EFFECTS
current with diffusion+free charge / law: 1.240
local voltage exponent with them: 2.805
local thickness exponent with them: -4.904
same current ratio, 100x V and 100x L: 1.017
current with free charge only / without: 0.9782
background holes for equal ohmic current: 1.467e+14 cm^-3
Poole-Frenkel lowering, charged traps: 0.152 eV
its Boltzmann factor: 355
trap-to-band tunnelling exponent: 44.3
thermal release exponent: 13.9
trap-limited mobility: 0.000597 cm2/Vs
hopping mobility estimate: 3.3e-11 cm2/Vs
trap-filled-limit voltage: 7.54e+03 V
peak field / rough breakdown field: 0.33
self-heating across film: 0.019 K
use temperature: 378 K
current at use temperature / at 300 K: 8.66
```
